# Closed-Form Real Permittivity of the Tauc-Lorentz Model and Its Gap Behaviour: a program that tests the result

```python
# Result under test: the Kramers-Kronig transform of Tauc-Lorentz absorption.
#   eps2(E) = A E0 C (E-Eg)^2 / (E D(E)) for E > Eg, and 0 for 0 <= E <= Eg
#   D(E)    = (E^2-E0^2)^2 + C^2 E^2
#   eps1(E) = eps_inf + (2 A E0 C/pi) B(E)/D(E), B(E) elementary (bracket_terms)
# A: amplitude, E0: resonance energy, C: broadening, Eg: gap (all in eV),
# eps_inf: constant from remote absorption. Condition: C < 2 E0.
# J0, J1, J2: integrals of x^n/D(x) from Eg to infinity.
# At Eg: eps1 and its slope are continuous, the curvature diverges as a logarithm.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

OPT = dict(epsabs=1e-11, epsrel=1e-11, limit=500)


def integral(f, a, b, **kw):
    return quad(f, a, b, **OPT, **kw)[0]


def D(E, p):
    A, E0, C, Eg, einf = p
    return (E**2 - E0**2)**2 + C**2 * E**2


def eps2(E, p):
    A, E0, C, Eg, einf = p
    return A * E0 * C * (E - Eg)**2 / (E * D(E, p)) if E > Eg else 0.0


def moments(p):
    A, E0, C, Eg, einf = p
    al = np.sqrt(E0**2 - C**2 / 4)
    g2 = E0**2 - C**2 / 2
    J1 = (np.pi / 2 - np.arctan((Eg**2 - g2) / (al * C))) / (2 * al * C)
    Kp = (np.pi - np.arctan(2 * (Eg + al) / C)
          - np.arctan(2 * (Eg - al) / C)) / C
    Km = np.log((Eg**2 + 2 * al * Eg + E0**2)
                / (Eg**2 - 2 * al * Eg + E0**2)) / (4 * al)
    return (Kp - Km) / (2 * E0**2), J1, (Kp + Km) / 2


def bracket_terms(E, p):
    A, E0, C, Eg, einf = p
    g2 = E0**2 - C**2 / 2
    s = D(Eg, p)**0.25
    J0, J1, J2 = moments(p)

    def square_log(x):
        return x**2 * np.log(abs(x) / s) if x != 0 else 0.0

    if E == 0:
        edge = 2 * Eg * np.log(Eg / s) + Eg
    else:
        edge = (square_log(E + Eg) - square_log(E - Eg)) / (2 * E)
    return (edge, 2 * Eg * (E**2 - g2) * J1, -(E**2 + Eg**2) * J2,
            (E0**4 + 2 * g2 * Eg**2 - Eg**2 * E**2) * J0)


def eps1(E, p):
    A, E0, C, Eg, einf = p
    return einf + 2 * A * E0 * C / np.pi * sum(bracket_terms(E, p)) / D(E, p)


def eps1_quadrature(E, p):
    """Principal-value integral of the absorption, straight from the definition."""
    Eg, einf = p[3], p[4]

    def smooth(x):
        return x * eps2(x, p) / (x + E)

    def full(x):
        return smooth(x) / (x - E)

    b = max(E, Eg) + 3.0
    if E > Eg:
        near = integral(smooth, Eg, b, weight='cauchy', wvar=E)
    else:
        near = integral(full, Eg, b)
    far = integral(full, b, b + 40) + integral(full, b + 40, np.inf)
    return einf + 2 / np.pi * (near + far)


# Algebraic split of the integrand, u = x^2 and w = E^2
u, w, e0, c = sp.symbols('u w e0 c', positive=True)


def Du(v):
    return (v - e0**2)**2 + c**2 * v


split = (1 / (u - w) - (u + w - 2 * e0**2 + c**2) / Du(u)) / Du(w)
assert sp.cancel(sp.together(split - 1 / (Du(u) * (u - w)))) == 0

# Closed form against quadrature: ordinary, strongly damped, Eg > E0, narrow
film = (200.0, 3.6, 2.2, 1.6, 1.0)
cases = [film, (80.0, 4.0, 7.0, 2.0, 1.3),
         (50.0, 3.0, 0.5, 4.0, 2.0), (30.0, 5.0, 0.3, 3.0, 1.5)]
worst = 0.0
for p in cases:
    Eg = p[3]
    for n, J in enumerate(moments(p)):
        direct = (integral(lambda x: x**n / D(x, p), Eg, Eg + 20)
                  + integral(lambda x: x**n / D(x, p), Eg + 20, np.inf))
        assert abs(direct - J) < 1e-8
    for E in (0.0, 0.4 * Eg, 0.98 * Eg, Eg, 1.03 * Eg, p[1], 3 * Eg, 12.0):
        worst = max(worst, abs(eps1(E, p) - eps1_quadrature(E, p)))
assert worst < 1e-7

# Inverse transform of the closed form must return the absorption
A, E0, C, Eg, einf = film


def eps2_from_eps1(E):
    def smooth(x):
        return (eps1(x, film) - einf) / (x + E)

    def full(x):
        return smooth(x) / (x - E)

    total = integral(smooth, E - 0.5, E + 0.5, weight='cauchy', wvar=E)
    total += integral(full, 0, E - 0.5)
    total += integral(full, E + 0.5, 30) + integral(full, 30, np.inf)
    return -2 * E / np.pi * total


back_below, back_above = eps2_from_eps1(1.0), eps2_from_eps1(2.5)
assert abs(back_below) < 1e-5
assert abs(back_above - eps2(2.5, film)) < 1e-5

# Gap: equal one-sided slopes, given by a convergent positive integral
slope = 4 * A * E0 * C * Eg / np.pi * integral(
    lambda x: 1 / (D(x, film) * (x + Eg)**2), Eg, np.inf)
h = 1e-6
at_gap = eps1(Eg, film)
slope_right = (eps1(Eg + h, film) - at_gap) / h
slope_left = (at_gap - eps1(Eg - h, film)) / h
# one-sided differences carry an error of order h*log(h)
assert abs(slope_right - slope) < 3e-4 and abs(slope_left - slope) < 3e-4

# Gap: halving the distance raises the second difference by (2 kappa/pi) ln 2
kappa = A * E0 * C / (Eg * D(Eg, film))
gap_quad = eps1_quadrature(Eg, film)


def second_difference(d):
    return (eps1_quadrature(Eg + d, film) + eps1_quadrature(Eg - d, film)
            - 2 * gap_quad) / d**2


curv_far, curv_near = second_difference(0.02), second_difference(0.01)
curv_law = 2 * kappa / np.pi * np.log(2)
assert abs((curv_near - curv_far) / curv_law - 1) < 0.01

# High-energy law against the integrated absorption
J0, J1, J2 = moments(film)
omega2 = 2 * A * E0 * C / np.pi * (J2 - 2 * Eg * J1 + Eg**2 * J0)
omega2_quad = 2 / np.pi * (integral(lambda x: x * eps2(x, film), Eg, 30)
                           + integral(lambda x: x * eps2(x, film), 30, np.inf))
assert abs(omega2 / omega2_quad - 1) < 1e-7
assert abs(300.0**2 * (einf - eps1(300.0, film)) / omega2_quad - 1) < 1e-3

peak = minimize_scalar(lambda E: -eps1(E, film), bounds=(0.5, 4.0),
                       method='bounded', options={'xatol': 1e-8})
assert slope > 0 and peak.x > Eg

# Neglected effects, all at the photon energy Eg of the unperturbed film
hc_nm = const.h * const.c / const.e * 1e9
hbar_c_cm = const.hbar * const.c / const.e * 100
Eu = 0.05


def log_slope_mismatch(E):
    dD = 4 * E * (E**2 - E0**2) + 2 * C**2 * E
    return 2 / (E - Eg) - 1 / E - dD / D(E, film) - 1 / Eu


E_join = brentq(log_slope_mismatch, Eg + 1e-4, Eg + 0.5)


def tail(E):
    return eps2(E_join, film) * np.exp((E - E_join) / Eu)


tail_shift = 2 / np.pi * integral(
    lambda x: x * (tail(x) - eps2(x, film)) / (x + Eg),
    0, E_join, weight='cauchy', wvar=Eg)
k_tail = np.sqrt(complex(at_gap + tail_shift, tail(Eg))).imag
absorption_tail = 2 * Eg * k_tail / hbar_c_cm
singular_size = -kappa / np.pi * Eu**2 * np.log(Eu / D(Eg, film)**0.25)

warming, gap_coefficient = 50.0, -0.4e-3
dE = warming * gap_coefficient
warm_shift = eps1(Eg, (A, E0 + dE, C, Eg + dE, einf)) - at_gap

voids = 0.02
mixed = brentq(lambda e: voids * (1 - e) / (1 + 2 * e)
               + (1 - voids) * (at_gap - e) / (at_gap + 2 * e), 1.0, at_gap)
void_shift = mixed - at_gap

cut = 6.0
above_cut = 2 / np.pi * integral(
    lambda x: x * eps2(x, film) / (x**2 - Eg**2), cut, np.inf)

# Printed numbers
print(f"A = {A:.1f} eV, E0 = {E0:.2f} eV, C = {C:.2f} eV")
print(f"Eg = {Eg:.2f} eV, eps_inf = {einf:.2f}")
print(f"alpha = {np.sqrt(E0**2 - C**2/4):.5f} eV")
print(f"gamma^2 = {E0**2 - C**2/2:.5f} eV^2")
print(f"s = D(Eg)^(1/4) = {D(Eg, film)**0.25:.5f} eV")
print(f"J0 = {J0:.7f} eV^-3")
print(f"J1 = {J1:.7f} eV^-2")
print(f"J2 = {J2:.7f} eV^-1")
Ew = 2.0
terms = bracket_terms(Ew, film)
print(f"worked energy E = {Ew:.2f} eV, D(E) = {D(Ew, film):.4f} eV^4")
for name, value in zip(("logarithm", "J1", "J2", "J0"), terms):
    print(f"  {name} term of B = {value:.6f} eV")
print(f"  B = {sum(terms):.6f} eV")
print(f"  prefactor 2 A E0 C/pi = {2*A*E0*C/np.pi:.4f} eV^3")
print(f"  eps1 closed form = {eps1(Ew, film):.6f}")
print(f"  eps1 quadrature  = {eps1_quadrature(Ew, film):.6f}")
print(f"static eps1(0) = {eps1(0.0, film):.4f}")
print("E (eV), wavelength (nm), eps1, eps2, n, k:")
for E in (1.0, 1.6, 2.0, 2.5, 3.0, 3.6, 5.0):
    e1, e2 = eps1(E, film), eps2(E, film)
    index = np.sqrt(complex(e1, e2))
    print(f"  {E:.2f} {hc_nm/E:.1f} {e1:.4f} {e2:.4f}"
          f" {index.real:.4f} {index.imag:.4f}")
print(f"maximum of eps1 = {-peak.fun:.4f} at {peak.x:.4f} eV")
print(f"gap: kappa = {kappa:.4f} eV^-2")
print(f"gap: slope from integral = {slope:.5f} eV^-1")
print(f"gap: slope from left = {slope_left:.5f} eV^-1")
print(f"gap: slope from right = {slope_right:.5f} eV^-1")
print(f"second difference at 20 meV = {curv_far:.4f} eV^-2")
print(f"second difference at 10 meV = {curv_near:.4f} eV^-2")
print(f"predicted rise (2 kappa/pi) ln 2 = {curv_law:.4f} eV^-2")
print(f"singular term 50 meV from gap = {singular_size:.4f}")
print(f"Omega^2 = {omega2:.4f} eV^2")
print(f"largest error, closed form vs quadrature = {worst:.1e}")
print(f"inverse transform at 1.0 eV: eps2 = {abs(back_below):.6f}")
print(f"inverse transform at 2.5 eV: eps2 = {back_above:.6f}")
print(f"Neglected effects at {Eg:.2f} eV:")
print(f"  band tail: Urbach energy = {Eu*1000:.0f} meV")
print(f"  tail joins at {E_join:.4f} eV")
print(f"  tail: eps2 = {tail(Eg):.5f}, change of eps1 = {tail_shift:.5f}")
print(f"  tail: absorption coefficient = {absorption_tail:.0f} cm^-1")
print(f"  warming {warming:.0f} K at {gap_coefficient*1000:.1f} meV/K:"
      f" change of eps1 = {warm_shift:.4f}")
print(f"  voids {voids*100:.0f} %: change of eps1 = {void_shift:.4f}")
print(f"part of eps1({Eg:.1f} eV) from above {cut:.0f} eV = {above_cut:.4f}")
print("finished without a failed check")
```

Printed output:

```
A = 200.0 eV, E0 = 3.60 eV, C = 2.20 eV
Eg = 1.60 eV, eps_inf = 1.00
alpha = 3.42783 eV
gamma^2 = 10.54000 eV^2
s = D(Eg)^(1/4) = 3.31354 eV
J0 = 0.0444131 eV^-3
J1 = 0.1580949 eV^-2
J2 = 0.7040573 eV^-1
worked energy E = 2.00 eV, D(E) = 99.6416 eV^4
  logarithm term of B = 0.353223 eV
  J1 term of B = -3.308610 eV
  J2 term of B = -4.618616 eV
  J0 term of B = 9.401660 eV
  B = 1.827657 eV
  prefactor 2 A E0 C/pi = 1008.4057 eV^3
  eps1 closed form = 19.496487
  eps1 quadrature  = 19.496487
static eps1(0) = 12.9607
E (eV), wavelength (nm), eps1, eps2, n, k:
  1.00 1239.8 13.9419 0.0000 3.7339 0.0000
  1.60 774.9 16.1568 0.0000 4.0196 0.0000
  2.00 619.9 19.4965 1.2718 4.4178 0.1439
  2.50 495.9 23.7729 6.8180 4.9246 0.6922
  3.00 413.3 24.0392 17.4688 5.1844 1.6848
  3.60 344.4 11.5000 28.0584 4.5729 3.0679
  5.00 248.0 -6.9725 13.7697 2.0569 3.3472
maximum of eps1 = 24.8682 at 2.7897 eV
gap: kappa = 8.2123 eV^-2
gap: slope from integral = 6.43865 eV^-1
gap: slope from left = 6.43861 eV^-1
gap: slope from right = 6.43868 eV^-1
second difference at 20 meV = 25.5992 eV^-2
second difference at 10 meV = 29.2210 eV^-2
predicted rise (2 kappa/pi) ln 2 = 3.6239 eV^-2
singular term 50 meV from gap = 0.0274
Omega^2 = 314.4727 eV^2
largest error, closed form vs quadrature = 7.5e-13
inverse transform at 1.0 eV: eps2 = 0.000000
inverse transform at 2.5 eV: eps2 = 6.817963
Neglected effects at 1.60 eV:
  band tail: Urbach energy = 50 meV
  tail joins at 1.6993 eV
  tail: eps2 = 0.01093, change of eps1 = 0.00445
  tail: absorption coefficient = 220 cm^-1
  warming 50 K at -0.4 meV/K: change of eps1 = 0.3307
  voids 2 %: change of eps1 = -0.4407
part of eps1(1.6 eV) from above 6 eV = 1.4935
finished without a failed check
```
